**Order of the compensation-charge error in PAW pair densities**

The program tests that replacing the one-centre radial density $Q$ by $q_Lg_L$, with the same multipole $q_L$, gives a radial-transform error $-K^{L+2}\mu_L/[2(2L+3)!!]$ at leading order. Here $K=|\mathbf q+\mathbf G|$, $L$ is the angular channel, $g_L$ is a shape function of unit multipole, and $\mu_L$ is the difference of the next radial moments of $Q$ and $q_Lg_L$. The model uses hydrogenic orbitals of charge $Z=6$ with smooth partial waves inside 1.5 bohr. For six pair channels the program asserts the error powers $L$, $L+2$ and $L+4$ for zero, one and two conserved moments, the leading coefficient, and the two error bounds. It also asserts the integral form of the spherical Bessel function and compares the channel sum with direct three-dimensional Fourier integrals. The output shows that the 3s–3p error relative to the true transform is 0.2% at $K=1$ bohr⁻¹ and 52% at 4 bohr⁻¹ with one conserved moment. For the orthogonal 2s–3s pair the relative error tends to −4.0% as $K\to0$, because signal and error are both of order $K^2$.

## Numerical verification

```python
"""
Result under test: in a PAW pair density, replace the one-centre radial
density Q(r) = R_i R_j - Rs_i Rs_j (Rs = smooth partial wave) in channel L
by q_L g_L(r), which has the same multipole q_L = int r^(L+2) Q dr.
The error of the radial transform is
  Delta_L(K) = int r^2 j_L(Kr) [Q - q_L g_L] dr
             = -K^(L+2) mu_L / (2 (2L+3)!!) + O(K^(L+4)),
  mu_L = int r^(L+4) [Q - q_L g_L] dr.
K is the length of q+G in 1/bohr; lengths are in bohr.
Model: hydrogenic orbitals of charge Z, smooth waves inside radius rc.
"""
import numpy as np
from math import factorial, comb, sqrt, pi
from numpy.polynomial import Polynomial
from scipy.special import spherical_jn, beta, factorial2, lpmv
from sympy.physics.wigner import gaunt

Z, rc = 6.0, 1.5
orbitals = {"2s": (2, 0), "3s": (3, 0), "3p": (3, 1), "3d": (3, 2)}


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


r_in, w_in = gauss(0.0, rc, 120)
r_out, w_out = gauss(rc, 16.0, 200)


def hydrogenic(name):
    """Polynomial p and decay a, with R(r) = p(r) exp(-a r)."""
    n, l = orbitals[name]
    k, alpha, scale = n - l - 1, 2 * l + 1, 2 * Z / n
    norm = sqrt(scale**3 * factorial(k) / (2 * n * factorial(n + l)))
    c = np.zeros(n)
    for i in range(k + 1):
        c[l + i] = (norm * (-1)**i * comb(k + alpha, k - i)
                    / factorial(i) * scale**(l + i))
    return Polynomial(c), Z / n


def true_wave(name, r):
    p, a = hydrogenic(name)
    return p(r) * np.exp(-a * r)


def make_smooth(name):
    """r^l times a cubic in r^2, joined at rc through third derivative."""
    l = orbitals[name][1]
    p, a = hydrogenic(name)
    basis = [Polynomial([0.0] * (l + 2 * k) + [1.0]) for k in range(4)]
    matrix, target = np.zeros((4, 4)), np.zeros(4)
    for d in range(4):
        target[d] = p(rc) * np.exp(-a * rc)
        p = p.deriv() - a * p
        for k in range(4):
            matrix[d, k] = basis[k](rc) if d == 0 else basis[k].deriv(d)(rc)
    c = np.linalg.solve(matrix, target)
    return sum((c[k] * basis[k] for k in range(4)), Polynomial([0.0]))


smooth = {name: make_smooth(name) for name in orbitals}


def Q(i, j, r):
    return true_wave(i, r) * true_wave(j, r) - smooth[i](r) * smooth[j](r)


def shape_moment(L, p, s):
    """int_0^rc r^(L+2+2s) r^L (1-r^2/rc^2)^p dr in closed form."""
    return 0.5 * rc**(2 * L + 3 + 2 * s) * beta(L + 1.5 + s, p + 1)


def moments(i, j, L):
    q = np.sum(w_in * r_in**(L + 2) * Q(i, j, r_in))
    t = np.sum(w_in * r_in**(L + 4) * Q(i, j, r_in))
    return q, t


def compensation(i, j, L, r, matched):
    """Compensation density conserving 0, 1 or 2 radial moments."""
    q, t = moments(i, j, L)
    u = 1 - r**2 / rc**2
    if matched == 0:
        return 0 * r
    if matched == 1:
        return q * r**L * u**2 / shape_moment(L, 2, 0)
    m = [[shape_moment(L, p, s) for p in (2, 3)] for s in (0, 1)]
    c = np.linalg.solve(m, [q, t])
    return r**L * (c[0] * u**2 + c[1] * u**3)


def delta(i, j, L, K, matched=1):
    D = Q(i, j, r_in) - compensation(i, j, L, r_in, matched)
    return np.sum(w_in * r_in**2 * spherical_jn(L, K * r_in) * D)


def next_moment_difference(i, j, L):
    q, t = moments(i, j, L)
    return t - q * rc**2 * (2 * L + 3) / (2 * L + 9)


def leading(i, j, L, K):
    mu = next_moment_difference(i, j, L)
    return -K**(L + 2) * mu / (2 * factorial2(2 * L + 3))


def full_integral(i, j, f):
    total = 0.0
    for r, w in ((r_in, w_in), (r_out, w_out)):
        total += np.sum(w * f(r) * true_wave(i, r) * true_wave(j, r))
    return total


def true_transform(i, j, L, K):
    return full_integral(i, j, lambda r: r**2 * spherical_jn(L, K * r))


def compensated_transform(i, j, L, K, matched):
    """Smooth density everywhere plus the compensation density."""
    inside = (smooth[i](r_in) * smooth[j](r_in)
              + compensation(i, j, L, r_in, matched))
    outside = true_wave(i, r_out) * true_wave(j, r_out)
    return (np.sum(w_in * r_in**2 * spherical_jn(L, K * r_in) * inside)
            + np.sum(w_out * r_out**2 * spherical_jn(L, K * r_out) * outside))


def Y(l, m, x, phi):
    k = abs(m)
    n = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    y = n * lpmv(k, l, x) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * np.conj(y)


def angular(li, mi, lj, mj, L):
    """Integral of Y*_LM Y*_i Y_j over angles, M = mj - mi."""
    M = mj - mi
    if abs(M) > L:
        return 0.0
    return (-1)**(M + mi) * float(gaunt(L, li, lj, -M, -mi, mj))


def channels(i, j):
    li, lj = orbitals[i][1], orbitals[j][1]
    return range(abs(li - lj), li + lj + 1, 2)


def error_3d(i, mi, j, mj, K, xK, phiK):
    """Direct 3D Fourier integral of true minus compensated density."""
    li, lj = orbitals[i][1], orbitals[j][1]
    r1, wr = gauss(0.0, rc, 48)
    x1, wx = gauss(-1.0, 1.0, 30)
    p1 = 2 * pi * np.arange(32) / 32
    r, x, p = np.meshgrid(r1, x1, p1, indexing="ij")
    weight = (wr * r1**2)[:, None, None] * wx[None, :, None] * (2 * pi / 32)
    density = Q(i, j, r) * np.conj(Y(li, mi, x, p)) * Y(lj, mj, x, p)
    for L in channels(i, j):
        g = angular(li, mi, lj, mj, L)
        if g != 0.0:
            density = density - (g * compensation(i, j, L, r, 1)
                                 * Y(L, mj - mi, x, p))
    cosine = x * xK + np.sqrt((1 - x**2) * (1 - xK**2)) * np.cos(p - phiK)
    return np.sum(weight * density * np.exp(-1j * K * r * cosine))


def angular_factor(i, mi, j, mj, L, xK, phiK):
    g = angular(orbitals[i][1], mi, orbitals[j][1], mj, L)
    if g == 0.0:
        return 0.0
    return 4 * pi * (-1j)**L * Y(L, mj - mi, xK, phiK) * g


# Orbitals: norms, orthogonality, a known dipole, and smooth joining.
for name in orbitals:
    assert abs(full_integral(name, name, lambda r: r**2) - 1) < 1e-11
    h = 0.01
    gap = [abs(true_wave(name, rc - d) - smooth[name](rc - d))
           for d in (h, h / 2)]
    assert abs(np.log2(gap[0] / gap[1]) - 4) < 0.2
overlap = full_integral("2s", "3s", lambda r: r**2)
dipole = full_integral("3s", "3p", lambda r: r**3)
assert abs(overlap) < 1e-11
assert abs(abs(dipole) - 4.5 * sqrt(8) / Z) < 1e-10

# Integral representation of the spherical Bessel function.
t_nodes, t_weights = gauss(-1.0, 1.0, 60)
for L in range(5):
    for x in (0.3, 2.0, 7.0):
        integral = np.sum(t_weights * (1 - t_nodes**2)**L
                          * np.cos(x * t_nodes))
        value = x**L * integral / (2**(L + 1) * factorial(L))
        assert abs(value - spherical_jn(L, x)) < 1e-12

# Error order, coefficient and rigorous bounds in each channel.
cases = [("2s", "3s", 0), ("3s", "3p", 1), ("3p", "3p", 0),
         ("3p", "3p", 2), ("3p", "3d", 1), ("3p", "3d", 3)]
orders = []
for i, j, L in cases:
    measured = []
    for matched in (0, 1, 2):
        ratio = delta(i, j, L, 0.2, matched) / delta(i, j, L, 0.1, matched)
        measured.append(np.log2(abs(ratio)))
        assert abs(measured[-1] - (L + 2 * matched)) < 0.05
    orders.append(measured)
    assert abs(delta(i, j, L, 0.02) / leading(i, j, L, 0.02) - 1) < 1e-3
    D = np.abs(Q(i, j, r_in) - compensation(i, j, L, r_in, 1))
    for K in (0.1, 0.5, 1.0, 3.0, 10.0):
        bound = (K**(L + 2) * np.sum(w_in * r_in**(L + 4) * D)
                 / (2 * factorial2(2 * L + 3)))
        rest = (K**(L + 4) * np.sum(w_in * r_in**(L + 6) * D)
                / (8 * factorial2(2 * L + 5)))
        value = delta(i, j, L, K)
        assert abs(value) <= bound + 1e-13
        assert abs(value - leading(i, j, L, K)) <= rest + 1e-13

# Angular algebra against direct three-dimensional integration.
for i, mi, j, mj in (("3p", 1, "3d", 0), ("3p", 0, "3p", 0),
                     ("3s", 0, "3p", 1)):
    K, xK, phiK = 2.5, 0.37, 0.8
    direct = error_3d(i, mi, j, mj, K, xK, phiK)
    summed = sum(angular_factor(i, mi, j, mj, L, xK, phiK)
                 * delta(i, j, L, K) for L in channels(i, j))
    assert abs(direct) > 1e-6
    assert abs(direct - summed) < 1e-10

# Summed p-p error: isotropic K^2 law from the monopole channel.
mu_pp = next_moment_difference("3p", "3p", 0)
for xK in (1.0, 0.2):
    direct = error_3d("3p", 0, "3p", 0, 0.05, xK, 0.4)
    assert abs(direct / 0.05**2 / (-mu_pp / 6) - 1) < 1e-2
r2_pp = full_integral("3p", "3p", lambda r: r**4)
K = 0.02
quad_signal = (angular_factor("3p", 0, "3p", 0, 2, 1.0, 0.0)
               * true_transform("3p", "3p", 2, K)).real / K**2
assert abs(quad_signal / (-2 * r2_pp / 15) - 1) < 1e-2
pp_ratio = (-mu_pp / 6) / (-2 * r2_pp / 15)

# Orthogonal s states: relative error stays finite as K goes to zero.
r2_ss = full_integral("2s", "3s", lambda r: r**4)
limit_ss = next_moment_difference("2s", "3s", 0) / r2_ss
numeric_ss = delta("2s", "3s", 0, K) / true_transform("2s", "3s", 0, K)
assert abs(numeric_ss / limit_ss - 1) < 1e-2

print(f"Model charge Z = {Z:.1f} (units of e)")
print(f"Sphere radius rc = {rc:.2f} bohr")
print("Radial moments; q in bohr^L, all others in bohr^(L+2)")
print("pair   L        q_L     next(Q)  next(comp)        mu_L")
for i, j, L in cases:
    q, t = moments(i, j, L)
    mu = next_moment_difference(i, j, L)
    print(f"{i}-{j}  {L} {q:10.6f}  {t:10.6f}  {t-mu:10.6f}  {mu:10.6f}")
print("Measured power of K in the error, from K = 0.1 and 0.2 bohr^-1")
print("pair   L   no comp.  one moment  two moments")
for (i, j, L), e in zip(cases, orders):
    print(f"{i}-{j}  {L}  {e[0]:8.4f}    {e[1]:8.4f}     {e[2]:8.4f}")
print(f"3s-3p radial dipole = {dipole:.6f} bohr")
print("3s-3p, L=1 radial transform (dimensionless), K in bohr^-1")
print("   K       true  one moment  two moments")
table_K = (0.25, 0.5, 1.0, 2.0, 4.0)
for K in table_K:
    exact = true_transform("3s", "3p", 1, K)
    one = compensated_transform("3s", "3p", 1, K, 1)
    two = compensated_transform("3s", "3p", 1, K, 2)
    assert abs(exact - one - delta("3s", "3p", 1, K)) < 1e-12
    print(f"{K:5.2f} {exact:10.6f}  {one:10.6f}   {two:10.6f}")
print("3s-3p errors, true minus compensated (dimensionless)")
print("   K   one moment  leading law  two moments")
for K in table_K:
    print(f"{K:5.2f} {delta('3s', '3p', 1, K):12.4e} "
          f"{leading('3s', '3p', 1, K):12.4e} "
          f"{delta('3s', '3p', 1, K, 2):12.4e}")
print(f"2s-3s full second moment = {r2_ss:.6f} bohr^2")
print(f"2s-3s relative error, K->0 limit = {100*limit_ss:.4f} percent")
print(f"2s-3s relative error at K=0.02 = {100*numeric_ss:.4f} percent")
print(f"3p-3p full second moment = {r2_pp:.6f} bohr^2")
print(f"3p-3p monopole error / K^2 = {-mu_pp/6:.6f} bohr^2")
print(f"3p0-3p0 quadrupole signal / K^2, K along z = "
      f"{-2*r2_pp/15:.6f} bohr^2")
print(f"Ratio of these two = {100*pp_ratio:.4f} percent")
print("all good")
```

Printed output:

```
Model charge Z = 6.0 (units of e)
Sphere radius rc = 1.50 bohr
Radial moments; q in bohr^L, all others in bohr^(L+2)
pair   L        q_L     next(Q)  next(comp)        mu_L
2s-3s  0  -0.049158   -0.003581   -0.036869    0.033288
3s-3p  1  -0.044576   -0.022995   -0.045589    0.022593
3p-3p  0   0.104632    0.026733    0.078474   -0.051741
3p-3p  2   0.026733    0.006243    0.032388   -0.026144
3p-3d  1   0.053902    0.033952    0.055127   -0.021175
3p-3d  3   0.033952    0.026867    0.045835   -0.018967
Measured power of K in the error, from K = 0.1 and 0.2 bohr^-1
pair   L   no comp.  one moment  two moments
2s-3s  0   -0.0005      1.9971       3.9972
3s-3p  1    0.9978      2.9971       4.9973
3p-3p  0   -0.0018      1.9969       3.9973
3p-3p  2    1.9993      3.9979       5.9980
3p-3d  1    0.9973      2.9971       4.9975
3p-3d  3    2.9981      4.9978       6.9981
3s-3p radial dipole = -2.121320 bohr
3s-3p, L=1 radial transform (dimensionless), K in bohr^-1
   K       true  one moment  two moments
 0.25  -0.169445   -0.169433    -0.169445
 0.50  -0.298289   -0.298196    -0.298288
 1.00  -0.354356   -0.353651    -0.354350
 2.00  -0.053099   -0.048499    -0.052938
 4.00  -0.029463   -0.014132    -0.027226
3s-3p errors, true minus compensated (dimensionless)
   K   one moment  leading law  two moments
 0.25  -1.1719e-05  -1.1767e-05  -6.3093e-09
 0.50  -9.2588e-05  -9.4139e-05  -1.9954e-07
 1.00  -7.0456e-04  -7.5312e-04  -6.0913e-06
 2.00  -4.5997e-03  -6.0249e-03  -1.6090e-04
 4.00  -1.5331e-02  -4.8199e-02  -2.2368e-03
2s-3s full second moment = -0.830742 bohr^2
2s-3s relative error, K->0 limit = -4.0070 percent
2s-3s relative error at K=0.02 = -4.0073 percent
3p-3p full second moment = 5.000000 bohr^2
3p-3p monopole error / K^2 = 0.008624 bohr^2
3p0-3p0 quadrupole signal / K^2, K along z = -0.666667 bohr^2
Ratio of these two = -1.2935 percent
all good
```
